# Why one-photon and two-photon absorption exclude each other under inversion symmetry

## A peak in the wrong place

A model photoinitiator, with a donor at each end of a conjugated centre, has its linear absorption peak at 375.6 nm. Two photons of twice that wavelength, 751.1 nm, together carry exactly the energy of this transition. Yet the model's two-photon peak lies at 604.4 nm, and at 751.1 nm the two-photon amplitude for this transition is zero. The energy balance is satisfied there, so something other than energy forbids the transition.

The cause is parity. The notes below take the one-photon coupling, the two-photon coupling and the corrections in turn, and compare their sizes.

## What inversion does

Let the nuclei be fixed in an arrangement with an inversion centre, taken as the origin. There is no static field, and the surroundings are symmetric too. The operator $P$ replaces every electron position $\mathbf r_i$ by $-\mathbf r_i$. Doing this twice changes nothing, so $P^2=1$.

The kinetic energy and the electron–electron repulsion are unchanged by $P$. The attraction to a nucleus at $\mathbf R$ becomes the attraction to a point at $-\mathbf R$, where an identical nucleus sits. The sum over nuclei is therefore unchanged, and $PHP=H$.

If $H\psi=E\psi$, then $H(P\psi)=P(H\psi)=E(P\psi)$. For a non-degenerate level, $P\psi$ must be a multiple of $\psi$:
$$P\psi=p\,\psi,\qquad p^2=1,\qquad p=\pm1 .$$
States with $p=+1$ are even, those with $p=-1$ odd.

The nuclear part of the dipole cancels between opposite nuclei. The electronic part is a sum of positions, each of which changes sign, so
$$P\mu P=-\mu .$$
Here $\mu$ is the dipole component along the light's polarization. The relation holds for every component.

## First contribution: one photon

In the electric-dipole approximation the light couples through $-\mu E(t)$. A one-photon transition from the ground state $g$ to a state $f$ needs $\mu_{fg}=\langle f|\mu|g\rangle\neq0$. Replacing $\mu$ by $-P\mu P$ and letting each $P$ act on its neighbouring state gives
$$\mu_{fg}=-\langle f|P\mu P|g\rangle=-p_fp_g\,\mu_{fg},$$
$$(1+p_fp_g)\,\mu_{fg}=0 .$$
If the parities are equal, the bracket is 2 and $\mu_{fg}$ vanishes. One photon can connect only states of opposite parity.

## Second contribution: two photons

Take $E(t)=E_0G(t)\cos\omega t$ with a slow envelope $G$, and measure energies from $g$. Write each state's amplitude as $c_k$, with its free phase removed. To first order, the absorbing half of the cosine gives
$$i\hbar\,\dot c_k=-\tfrac12\mu_{kg}E_0G\,e^{i(E_k-\hbar\omega)t/\hbar}.$$
Because $G$ varies slowly, integration divides the exponential by $i(E_k-\hbar\omega)/\hbar$. With the $i\hbar$ on the left, the total divisor is $-(E_k-\hbar\omega)$, which removes the minus sign:
$$c_k=\frac{\mu_{kg}E_0G}{2(E_k-\hbar\omega)}\,e^{i(E_k-\hbar\omega)t/\hbar}.$$
This requires that no intermediate level be close to $\hbar\omega$. A second absorption, from $k$ to $f$, then gives
$$i\hbar\,\dot c_f=-\frac{E_0^2G^2}{4}\,S_f\,e^{i(E_f-2\hbar\omega)t/\hbar},\qquad
S_f=\sum_k\frac{\mu_{fk}\mu_{kg}}{E_k-\hbar\omega}.$$
At resonance, $\hbar\omega=E_f/2$, the exponential equals 1 and the amplitude accumulates. The sum includes $k=g$ and $k=f$, which bring in the permanent dipoles.

Each term contains two dipole elements. The first is nonzero only if $p_k=-p_g$, the second only if $p_f=-p_k$. Hence
$$p_f=-p_k=p_g .$$
Two photons connect only states of equal parity. For a state of the wrong parity, every path in the sum vanishes by itself, so no cancellation between paths is needed.

The two conditions, $p_f=-p_g$ and $p_f=p_g$, cannot both hold. This is the exclusion rule.

## What the rule leaves open

The rule forbids, but it does not promise. A chain of four sites with four interacting electrons, two of each spin, shows this. The hoppings are 2.0, 2.8 and 2.0 eV, both end sites are raised by 1.5 eV, the on-site repulsion is 8 eV, and neighbouring sites repel as $4\ \text{eV}\times n_in_{i+1}$. This chain has inversion symmetry, and its 35 excited states divide as follows:

- 8 are one-photon allowed;
- 11 are two-photon allowed;
- none is allowed in both;
- 16 are allowed in neither.

Spin accounts for the last group. There are 36 states with zero spin projection, 16 with projection 1 and one with projection 2. Each multiplet of total spin 1 or more appears once among the 16, so 16 of the 36 states are not singlets and 20 are. The dipole does not act on spin. From a singlet ground state it can reach only the other 19 singlets, which matches $8+11$. A triplet ground state could reach at most 14 others, so the count also shows that the ground state is a singlet. Further symmetries darken more states. With equal site energies and on-site repulsion only, the chain also has particle–hole symmetry, and the counts become 6, 8, none and 21, with five singlets among the dark states.

When one end site is raised by 0.2 eV, 19 states become allowed in both ways. "Allowed" here means a coupling above numerical noise, however weak.

Degeneracy needs care. If an odd and an even level coincide, an equal mixture of them can respond to both processes. The mixture has no definite parity, and each parity state still obeys the rule.

## A model that gives the sizes

Three electronic configurations suffice to place the levels. In $N$ the molecule is neutral throughout. In $Z_1$ or $Z_2$ one donor has passed an electron to the centre. The charge-transfer configurations lie at energy $\Delta$ above $N$, couple to it by $-t$, and have dipoles $+ed$ and $-ed$, where $e$ is the elementary charge. Their direct coupling is neglected.

Inversion exchanges $Z_1$ and $Z_2$, so the useful combinations are
$$Z_\pm=\frac{Z_1\pm Z_2}{\sqrt2}.$$
The two couplings to $N$ add for $Z_+$, giving $-\sqrt2\,t$, and cancel for $Z_-$. The odd state $a=Z_-$ therefore stays at $\Delta$. The even states follow from
$$\begin{pmatrix}0&-\sqrt2t\\-\sqrt2t&\Delta\end{pmatrix},\qquad
\text{eigenvalues }\frac{\Delta}{2}\pm R,\qquad R=\sqrt{\frac{\Delta^2}{4}+2t^2}.$$
The lower one is the ground state. Subtracting its energy gives
$$E_a=\frac{\Delta}{2}+R,\qquad E_b=2R,$$
where $b$ is the excited even state.

Write $g=cN+sZ_+$ and $b=-sN+cZ_+$. The first row of the eigenvalue equation gives $-\sqrt2\,ts=(\Delta/2-R)c$, so $s/c=(R-\Delta/2)/(\sqrt2t)$. With $c^2+s^2=1$ and $2t^2=(R-\Delta/2)(R+\Delta/2)$,
$$s^2=\frac{(R-\Delta/2)^2}{(R-\Delta/2)^2+2t^2}=\frac{R-\Delta/2}{2R},\qquad
sc=\frac{\sqrt{R^2-\Delta^2/4}}{2R}=\frac{t}{\sqrt2R}.$$

The dipole turns $Z_+$ into $ed\,Z_-$ and gives zero on $N$. Thus
$$\mu_{ag}=eds,\qquad \mu_{ba}=edc,\qquad \mu_{bg}=0 .$$
The two-photon path to $b$ passes through $a$. Its denominator is $E_a-E_b/2=\Delta/2$, and
$$S_b=\frac{e^2d^2sc}{\Delta/2}=\frac{\sqrt2\,t\,e^2d^2}{R\Delta}.$$

### The numbers

Take $\Delta=2.50$ eV, $t=1.15$ eV and $d=0.30$ nm. Then
$$R=\sqrt{1.25^2+2(1.15)^2}=2.051\ \text{eV},$$
$$E_a=1.25+2.051=3.301\ \text{eV},\qquad E_b=4.102\ \text{eV}.$$
The odd level gives the linear peak at 375.6 nm. The even level lies higher, so its two-photon wavelength is shorter than the doubled value:
$$751.1\ \text{nm}\times\frac{3.301}{4.102}=604.4\ \text{nm}.$$
This is the shift noted at the start.

The ground state has charge-transfer weight $s^2=0.195$. The dipoles are $\mu_{ag}=0.133$ and $\mu_{ba}=0.269$ e nm, and
$$S_b=\frac{0.1326\times0.2691}{1.25}=0.0285\ \mathrm{e^2\,nm^2/eV}.$$

### Two limits

For weak coupling, $t\ll\Delta$, expansion of the root gives $R\approx\Delta/2+2t^2/\Delta$. The levels $a$ and $b$ then differ by only $2t^2/\Delta$, and the two-photon peak approaches twice the linear wavelength. Both responses weaken, since $s\approx\sqrt2t/\Delta$.

For strong coupling, $t\gg\Delta$, $R\approx\sqrt2t$ and $E_b/E_a$ approaches 2. The two-photon peak then approaches the linear wavelength itself. One photon misses level $a$ by $\Delta/2$, as at any coupling, but this is now small compared with $E_a$. The expression for $S_b$ holds only while that distance is much larger than the linewidth, the spectral width of the pulse and the light-induced coupling.

## Does a pulse obey the rule?

For $G=e^{-t^2/2\tau^2}$, where $t$ is now time, the integral of $G^2$ is $\tau\sqrt\pi$. The equation for $c_f$ gives the final population
$$P_f=\left[\frac{S_fE_0^2\tau\sqrt\pi}{4\hbar}\right]^2 .$$
With a peak field of 2.0 MV/cm and $\tau=30$ fs, this is $5.317\times10^{-4}$ for $b$. Solving the time-dependent Schrödinger equation for the three states gives $5.314\times10^{-4}$, in agreement within 0.1%.

With the pulse retuned to half the energy of $a$, the same calculation leaves a population below $10^{-14}$ in $a$. Even this remnant comes from cutting the numerical pulse off at $\pm5\tau$, and it shrinks when the time window is lengthened. This solution does not assume second-order perturbation theory.

## Third contribution: unequal ends

Suppose that the surroundings raise $Z_1$ by $\delta/2$ and lower $Z_2$ by $\delta/2$. The perturbation is
$$V=\frac{\delta}{2ed}\,\mu ,$$
because $\mu$ has the values $\pm ed$ on these configurations. It is odd, so it mixes parities: $V_{ag}=\delta s/2$ and $V_{ba}=\delta c/2$. Its diagonal elements vanish, so the energies do not change to first order. The states become
$$g'=g-\frac{V_{ag}}{E_a}a,\qquad b'=b+\frac{V_{ba}}{E_b-E_a}a,$$
$$a'=a+\frac{V_{ag}}{E_a}g-\frac{V_{ba}}{E_b-E_a}b .$$

**One-photon leakage into $b$.** Keeping terms linear in $\delta$,
$$\mu_{b'g'}=\frac{ed\,\delta\,sc}{2}\left[\frac1{E_b-E_a}-\frac1{E_a}\right].$$
Since $E_b-E_a=R-\Delta/2$ and $E_a=R+\Delta/2$, the bracket is $\Delta/(R^2-\Delta^2/4)=\Delta/(2t^2)$. With $sc=t/(\sqrt2R)$,
$$\mu_{b'g'}=\frac{\sqrt2\,ed\,\Delta\,\delta}{8Rt}.$$
For $\delta=0.10$ eV this is 0.0056 e nm, in agreement with full diagonalization. The strength, relative to the allowed transition, is $(0.00559/0.1326)^2=0.18\%$. Strength means the squared amplitude throughout. A ratio of cross-sections carries an extra factor, $E_b/E_a=1.24$ for one photon and $(E_a/E_b)^2=0.65$ for two.

**Two-photon leakage into $a$.** At $\hbar\omega=E_a/2$, the paths $k=g$ and $k=a$ have denominators $-E_a/2$ and $+E_a/2$. Together with the path through $b$ they give
$$S_{a'}=\frac{2\mu_{ag}}{E_a}\left(\mu_{a'a'}-\mu_{g'g'}\right)+\frac{\mu_{ba}\,\mu_{b'g'}}{E_b-E_a/2}.$$
The permanent dipoles follow from the mixed states:
$$\mu_{g'g'}=-\frac{ed\,\delta s^2}{E_a},\qquad
\mu_{a'a'}=ed\,\delta\left[\frac{s^2}{E_a}-\frac{c^2}{E_b-E_a}\right].$$
Their difference is $0.030\times(0.118-1.004)=-0.0266$ e nm. In units of $\mathrm{e^2\,nm^2/eV}$, the first part of $S_{a'}$ is $-0.0021$ and the second $+0.0006$. The change of permanent dipole dominates, and the path through $b$ cancels part of it.

Diagonalization gives a magnitude of 0.00151, and a relative strength $(0.00151/0.02854)^2=0.28\%$. Both forbidden amplitudes are linear in $\delta$, so for small $\delta$ both strengths grow as $\delta^2$.

## Fourth contribution: nuclear motion

A symmetric molecule is not symmetric at every instant. Let an antisymmetric mode with quantum $\hbar\Omega$ and dimensionless coordinate $q$ have potential $\hbar\Omega q^2/2$, and let it shift the ends by $\delta=\kappa q$. The minima for $Z_1$ and $Z_2$ are then $\kappa/\hbar\Omega$ apart. The relaxation energy after moving the charge between the arms is
$$\lambda=\frac{\hbar\Omega}{2}\left(\frac{\kappa}{\hbar\Omega}\right)^2=\frac{\kappa^2}{2\hbar\Omega}.$$
A thermal oscillator has $\langle q^2\rangle=\tfrac12\coth(\hbar\Omega/2k_BT)$, so
$$\langle\delta^2\rangle=\kappa^2\langle q^2\rangle=\lambda\hbar\Omega\coth\frac{\hbar\Omega}{2k_BT}.$$
For a slow mode this becomes $2\lambda k_BT$. For a fast one it tends to $\lambda\hbar\Omega$, which remains at zero temperature.

Rough assumed values are $\lambda=0.20$ eV and $\hbar\Omega=0.20$ eV for the vibration, and $\lambda=0.10$ eV for slow motion of the surroundings. At 300 K the root-mean-square values of $\delta$ are 0.200 and 0.072 eV. Independent contributions add in squares, giving 0.213 eV. The vibrational part is almost wholly zero-point motion, so cooling would hardly reduce it.

Averaging over this distribution with the nuclei frozen during absorption gives a one-photon leakage of 0.7% and a two-photon leakage of 1.2%, relative to the allowed strengths at $\delta=0$. Scaling the results for 0.10 eV by $(0.213/0.10)^2$ would give 0.8% and 1.3%, so the growth is slightly slower than quadratic at this width.

Freezing the nuclei is a rough approximation for the fast mode, because $\hbar\Omega$ is a quarter of $E_b-E_a$. The forbidden absorption also creates a vibrational quantum, which changes the energy denominators. For the vibrational part, this lowers the one-photon leakage to about 0.6 of its frozen value and raises the two-photon leakage to about 1.7 times its frozen value. The percentages above are therefore orders of magnitude.

This is why the rule was derived for fixed nuclei. If inversion also reverses $q$, the complete state keeps a definite parity, but the vibration can carry part of it. The electronic parity alone then no longer decides.

## Fifth contribution: the finite wavelength

The dipole approximation treats the field as uniform across the molecule. The next term contains its gradient and two factors of position, so it is even and can connect $g$ to $b$ with one photon. For a molecule along the unit vector $\mathbf n$, wave direction $\hat{\mathbf k}$ and polarization $\boldsymbol\epsilon$, its magnitude is
$$\frac{k}{2}\,Q\,|(\mathbf n\cdot\hat{\mathbf k})(\mathbf n\cdot\boldsymbol\epsilon)|,\qquad Q=ed^2sc .$$
The factor ½ comes from averaging the linearly growing field between the centre and the charge.

For random orientation, $\langle(\mathbf n\cdot\boldsymbol\epsilon)^2\rangle=1/3$ and the average of the squared product is $1/15$. Since $Q/\mu_{ag}=dc$, the strength relative to the allowed dipole transition is
$$\frac{(kQ/2)^2/15}{\mu_{ag}^2/3}=\frac{(kdc)^2}{20}.$$
With refractive index 1.5 and a vacuum wavelength of $604.4/2=302.2$ nm, $k=0.0312$ nm$^{-1}$ and the ratio is $3.5\times10^{-6}$. This is more than 1000 times smaller than the leakage from nuclear motion. Magnetic-dipole coupling is absent here because the charges move along a line through the centre.

## Beside a real resist

The parameters imitate bis(dialkylamino)stilbene initiators, whose linear absorption lies roughly near 370 nm and whose two-photon peak lies roughly near 600 nm. The agreement in position reflects the choice of parameters and is not a prediction. Real molecules break the assumption of fixed, symmetric nuclei. In the model, with the assumed values above, this moves the forbidden strengths from zero to the order of 1% of the allowed ones; the figure for a real dye depends on its own modes and level spacing and is not computed here. Higher electronic states, local-field corrections and band shapes are left out, as is the yield of radicals after absorption.

A writing laser at 780 nm supplies 3.179 eV per photon pair. That is 0.12 eV below the model's odd level and 0.92 eV below its even one, so absorption there would depend on band tails that the model does not contain. For a nearly centrosymmetric initiator, the doubled linear wavelength is thus a poor guide to the two-photon peak, unless the odd and even levels nearly coincide.

The example's peak intensity, 8 GW/cm², is far below the rough scale of 1 TW/cm² reached in tightly focused femtosecond writing. With the pulse length held fixed, the lowest-order amplitude is proportional to intensity and would reach 2.9 at 1 TW/cm². Its square exceeds 1, so the weak-pulse formula has failed there. Parity has not: each action of the dipole still reverses it, and an even number of actions still cannot lead from $g$ to an odd state of the symmetric molecule.

## Values computed for the example and the checks

```
Chain: excited states tested: 35
Chain: one-photon allowed: 8
Chain: two-photon allowed: 11
Chain: allowed in both: 0
Chain: allowed in neither: 16
Chain, one end shifted 0.2 eV: allowed in both: 19
Model gap Delta: 2.50 eV
Model coupling t: 1.15 eV
Model arm d: 0.30 nm
R: 2.0512 eV
Mixing s^2 (charge transfer in ground state): 0.1953
Odd level: 3.301 eV
Even excited level: 4.102 eV
One-photon peak wavelength: 375.6 nm
Twice that wavelength: 751.1 nm
Two-photon peak wavelength: 604.4 nm
Photon energy at two-photon peak: 2.051 eV
Energy of two 780 nm photons: 3.179 eV
Dipole ground-odd: 0.1326 e nm
Dipole odd-even: 0.2691 e nm
Two-photon amplitude, even: 0.02854 e^2 nm^2/eV
Symmetric: dipole ground-even: 2.0e-18 e nm
Symmetric: amplitude, odd: 3.5e-18 e^2 nm^2/eV
Asymmetry delta: 0.10 eV
With delta: dipole ground-even: 0.00559 e nm
With delta: amplitude, odd: 0.00151 e^2 nm^2/eV
With delta: one-photon strength even/odd: 1.78e-03
With delta: two-photon strength odd/even: 2.80e-03
Pulse peak field: 2.0 MV/cm
Pulse parameter tau: 30 fs
Pulse intensity FWHM: 50.0 fs
Pulse peak intensity (index 1.5): 7.96 GW/cm2
Even population, propagated: 5.314e-04
Even population, formula: 5.317e-04
Odd population, symmetric, propagated: 3.3e-15
Odd population, with delta, propagated: 1.493e-06
Odd population, with delta, formula: 1.491e-06
Temperature: 300 K
Vibration: reorganization 0.20 eV, quantum 0.20 eV
Solvent: reorganization 0.10 eV, quantum 0.001 eV
rms delta from vibration: 0.200 eV
rms delta from solvent: 0.072 eV
rms delta, total: 0.213 eV
Averaged one-photon leakage: 0.71 %
Averaged two-photon leakage: 1.15 %
Finite-wavelength one-photon strength even/odd: 3.5e-06
Lowest-order even amplitude at 1 TW/cm2: 2.90
```
